Clearing Nuclei by Periodic Isotropic Etching in Area-Selective Deposition

Atomic layer deposition is to coat one part of a surface, the growth area, and leave the rest, the non-growth area, bare. Unwanted nuclei form on the non-growth area. To remove them, the process is divided into supercycles, each consisting of N deposition cycles followed by one isotropic etch. The problem asks how deep the etch must be, what it costs in film thickness, and what happens when it falls short.

The model is geometric. The non-growth area is the flat plane z = 0, inert to the etch, initially clean, and far from any edge of the growth area. A nucleus is a hemisphere of radius r₀ at the end of the cycle in which it is born, and it forms on bare surface. In each later cycle the deposit advances by g along its outward normal. No nucleus appears in the first d cycles of a supercycle, with d < N: the initial surface has this delay, and each etch step is assumed to restore it in full. The etch removes all deposit whose distance from the gas is at most e. Distances are measured in the half-space z ≥ 0, since neither gas nor deposit lies below the substrate surface.

**(a) How does an island grow, and what is the largest radius that an island born since the preceding etch can have when the next etch begins?**

Growth by a thickness a fills every point of the half-space that lies within a distance a of the existing deposit. Take a hemisphere of radius r and a point outside it, at distance ρ > r from its centre. The nearest point of the hemisphere lies on the straight line to the centre, so the separation is ρ − r. The point is filled if ρ − r ≤ a, that is, if ρ ≤ r + a. The island therefore remains a hemisphere, and its radius becomes r + a.

When several islands touch, the distance from a point to the whole deposit is the smallest of its distances to the individual islands. The grown deposit is then the union of the enlarged hemispheres. Merging changes the outline but not the radii from which the outline is built.

A nucleus born in cycle j has radius r₀ at the end of that cycle. There remain N − j cycles, each adding g, so its radius at the start of the etch is

r_j = r₀ + (N − j)g.

This decreases with j, so the oldest island is the largest. The earliest permitted birth is in cycle j = d + 1, which gives

R = r₀ + (N − d − 1)g.

The −1 appears because the birth cycle supplies r₀ and not an additional g.

**(b) What does the etch leave of one isolated hemisphere? Is it enough to subtract e from every radius when islands have merged?**

Consider a point p inside a hemisphere of radius r, at distance ρ from the centre c. Any gas point q satisfies |q − c| > r. The triangle inequality gives

|q − p| ≥ |q − c| − |p − c| > r − ρ.

Gas points just outside the surface, on the radial line through p, come as close to this bound as desired. The distance from p to the gas is therefore r − ρ. The point survives if r − ρ > e, or

ρ < r − e.

An isolated island shrinks to radius r − e, and vanishes if e ≥ r.

For merged islands, take two hemispheres of equal radius R whose centres are separated by s < 2R. Put the origin at the midpoint and the centres at x = ±s/2. A gas point q lies outside both hemispheres:

|q|² − s q_x + s²/4 > R²,
|q|² + s q_x + s²/4 > R².

Adding the two lines and dividing by 2 cancels the terms linear in q_x:

|q|² > R² − s²/4.

Points with q_x = 0 approach this bound, so the distance from the midpoint to the gas is

D = √(R² − s²/4).

The midpoint survives if e < D. The two shrunken hemispheres, of radius R − e, contain it only if R − e ≥ s/2. These are different conditions. For R = 2.7 nm, s = 1.0 nm and e = 2.4 nm,

D = √(2.7² − 0.5²) nm = 2.65 nm > 2.4 nm,

while the shrunken hemispheres have radius 0.3 nm and do not reach the midpoint, 0.5 nm from each centre. A neck of material survives between them. Each island shields its neighbour from the gas on one side, so subtracting e from every radius underestimates what remains.

**(c) Which etch depth clears an initially clean surface after one supercycle, whatever the positions of the islands? Is a smaller depth ever enough?**

Since radii no longer suffice, use the height. Let H be the greatest height of the deposit before the etch, and let p be a point of the deposit at height z. Directly above p, every point higher than H is gas. The distance from p to the gas is therefore at most H − z. If p survives, this distance exceeds e, so

e < H − z, or z < H − e.

Hence the greatest height after the etch obeys

H_after ≤ H − e,

and nothing at all is left if e ≥ H. The argument uses no property of the island shapes and holds for any degree of merging.

On an initially clean surface the deposit is a union of hemispheres centred on the plane, with radii no greater than R. Its height is therefore at most R, and

e > R

is sufficient to clear it. In this ideal geometry e = R is also sufficient, because points at distance e are counted as removed; it leaves no margin.

Now suppose e < R, and that a nucleus was born in cycle d + 1. The deposit contains a hemisphere of radius R. Adding other islands can only take gas away, so it cannot reduce the distance from a given point to the gas. Everything that would survive in the isolated hemisphere therefore survives here too, including a hemisphere of radius R − e. The threshold is thus sharp whenever the earliest permitted nucleus occurs. If by chance all nuclei are born later, a smaller etch suffices for that supercycle, but a process cannot rely on it.

**(d) Does the condition e > R keep the surface clean over many supercycles? What if a residue is already present?**

Start clean. By part (c) the first etch leaves nothing. The second supercycle then starts from the same bare surface, with its nucleation delay restored, and the same argument applies. By induction no nucleus survives any etch.

The induction needs the clean start. Suppose that a residue of height h remains after some etch. During the next N cycles its top rises by g per cycle, to h + Ng. Fresh islands reach at most R. If h + Ng > R, the residue is therefore the highest deposit, and by the height bound the next etch is certain to clear the surface if

e ≥ h + Ng,

which is a stronger requirement than e > R. The relevant radius is thus the full size of the largest island present, not the size of islands newly born since the preceding etch. The two agree when the preceding etch left nothing.

If the residue is an isolated hemisphere and survives, its height changes over one supercycle by

Δh = Ng − e.

For e < Ng it grows. For e > Ng it shrinks by e − Ng each time and disappears after a finite number of supercycles. The second case looks attractive until the growth area is considered.

**(e) The film on the growth area grows without delay, at the same g, and is etched to the same depth e. For which e is there a net gain of film with a clean non-growth area? How does the gain depend on N?**

A flat film far from its edges gains Ng during deposition and loses e in the etch. Its net gain per supercycle is

G = Ng − e,

which is positive for e < Ng. Together with part (c), the useful range is

R < e < Ng.

Its width is

W = Ng − R
 = Ng − r₀ − (N − d − 1)g
 = (d + 1)g − r₀.

The number of cycles N has cancelled. The window is open if

r₀ < (d + 1)g.

The etch alone does not distinguish film from islands, since it removes the same depth from both. What distinguishes them is the lead of the film over the oldest island, Ng − R = dg + (g − r₀), of which the delay supplies dg. The etch converts this difference in thickness into a difference between film and no film. Without a delay, d = 0, the window is open only for r₀ < g. If nuclei are born with a radius larger than the growth per cycle, no etch depth then gives both a clean surface and a growing film.

Since e must exceed R, the gain satisfies

G < Ng − R = W.

Once N exceeds d, longer supercycles do not raise this ceiling: each added cycle thickens the film by g, but it also enlarges the oldest island by g and requires an etch deeper by g.

The limit N = d is instructive. No nucleus has yet formed, so no depth of etch is needed to remove islands. If the delay could be restored with negligible loss of film, the gain would approach dg. Comparing the two ceilings,

dg − W = dg − (d + 1)g + r₀ = r₀ − g.

For r₀ > g, stopping just before nucleation begins therefore has the higher ceiling per supercycle. Per deposition cycle it is better whatever the value of r₀: it then yields nearly g, whereas a supercycle with a deep etch yields only g − e/N. An etch still helps when the delay is not sharp: it removes nuclei born before the expected cycle if it is deeper than their radius at the start of the etch. And if restoring the surface itself requires an etch of depth c > r₀, deposition can continue past the first nucleation as long as R < c. Each added cycle then gains g for the same etch.

**(f) Let the window be open. In the first supercycle the etch is too shallow, e_s < R; afterwards it has a normal depth e with R < e < Ng. Follow the residue and the film. Can the surface be repaired?**

Let a nucleus be born in cycle d + 1 of the first supercycle. After the short etch the residue contains a hemisphere of radius R − e_s, by part (c), and has at most this height, by the height bound. Hence

h₁ = R − e_s.

In the next supercycle the hemisphere grows by Ng and loses e. Newly born islands reach at most R, which is less than Ng in an open window, so they do not exceed the old residue. The height bound and the contained hemisphere again give the same value from above and below. After supercycle n,

h_n = R − e_s + (n − 1)(Ng − e).

The film goes through the same sequence, but began with the full thickness Ng before the short etch:

f_n = Ng − e_s + (n − 1)(Ng − e).

Subtracting,

f_n − h_n = Ng − R = W.

The residue rises at the same rate as the film, and stays behind it by the fixed lead W. Normal etches that keep a clean surface clean do not remove it. One failure is therefore not forgotten by the process.

A single deep etch can repair the damage. At the end of the deposition cycles of supercycle n + 1 the residue has height h_n + Ng, so choose

e_r > h_n + Ng.

The film that remains has thickness

f_n + Ng − e_r < f_n + Ng − (h_n + Ng) = W.

For a failure in the first supercycle, the film left over is less than W however late the repair is made. If the short etch comes only after m clean supercycles, the same subtraction gives a lead of m(Ng − e) + W: the film laid down before the failure is kept, and of everything deposited since, less than W remains. The longer the residue is allowed to grow, the more film must be given up to remove it. It pays to detect a short etch early.

If every etch has the same insufficient depth e_s, the result follows by putting e = e_s in h_n:

h_n = R − e_s + (n − 1)(Ng − e_s).

The residue then grows faster than after a single failure, because each shallow etch takes less from it.

**(g) Apply the results to g = 0.1 nm per cycle, N = 40, d = 15 and r₀ = 0.3 nm, with a normal etch of 3.0 nm. What happens if the etch is 2.4 nm, once or every time?**

These are round model parameters and do not represent a particular material. The largest fresh island has radius

R = 0.3 nm + (40 − 15 − 1) × 0.1 nm = 2.7 nm.

The film grows by Ng = 40 × 0.1 nm = 4.0 nm before each etch. The useful range is therefore 2.7 nm < e < 4.0 nm, with width W = 1.3 nm. An etch of 3.0 nm lies inside it and gives a net gain of 4.0 − 3.0 = 1.0 nm per supercycle. Three quarters of the deposited film are spent on keeping the other area clean.

If the delay were lost, R would be 0.3 + 3.9 = 4.2 nm, greater than the 4.0 nm of film. The width would be 0.1 − 0.3 = −0.2 nm: the window is closed.

The geometry was tested in three dimensions on a patch of side 10.0 nm, divided into voxels of edge 0.1 nm, with one nucleus placed at the centre in the earliest permitted cycle whenever that site was bare, and the others placed at random and allowed to overlap. Fresh islands were drawn with radii that increase by g per cycle, as derived in part (a); residues and film were grown, and all deposits etched, by computing distances between voxels. With the 3.0 nm etch, between 12 and 16 nuclei formed per supercycle and covered 74% to 83% of the patch. The deposit was 2.7 nm high before each of four etches, and nothing was left after any of them. The film reached 1.0, 2.0, 3.0 and 4.0 nm.

A search over etch depths in steps of one voxel found clean, net-positive operation from 2.8 to 3.9 nm. The first value is not 2.7 nm because the nearest gas voxel has its centre slightly farther than 2.7 nm from the island's centre. This is the resolution of the grid, not a shift of the threshold. Without a delay the search found no working depth. The remaining geometric tests are in the numerical output.

Now let the first etch be 2.4 nm and the next two 3.0 nm. The residue and film heights after these etches are

h₁ = 2.7 − 2.4 = 0.3 nm, f₁ = 4.0 − 2.4 = 1.6 nm,
h₂ = 0.3 + 1.0 = 1.3 nm, f₂ = 1.6 + 1.0 = 2.6 nm,
h₃ = 1.3 + 1.0 = 2.3 nm, f₃ = 2.6 + 1.0 = 3.6 nm.

The difference is 1.3 nm each time, equal to W. Before the fourth etch the residue stands 2.3 + 4.0 = 6.3 nm high. An etch of 6.5 nm removes it and leaves 3.6 + 4.0 − 6.5 = 1.1 nm of film. At the limiting depth of 6.3 nm the film would keep 1.3 nm. Four supercycles have then yielded little more than one normal supercycle does.

If the etch is 2.4 nm every time, the residue gains 4.0 − 2.4 = 1.6 nm per supercycle, and its height after three successive etches is 0.3, 1.9 and 3.5 nm. The voxel calculation gives the same heights in both sequences.

**(h) How much early nucleation and how much non-uniformity of the etch can be tolerated? Where does the model stop applying?**

An island born in cycle j is removed with a margin if r₀ + (N − j)g < e. For the normal etch,

0.3 + (40 − j) × 0.1 < 3.0,
40 − j < 27,
j > 13.

Births in cycle 14 or later are safe, although the first birth was expected only in cycle 16. The tolerance is two cycles, and a birth in cycle 13 lies on the threshold.

Let the local etch depth vary between e(1 − u) and e(1 + u), slowly over the size of an island. The shallowest etch must still clear the non-growth area, and the deepest must still leave a net gain of film:

e(1 − u) > R, e(1 + u) < Ng.

A suitable e exists if R/(1 − u) < Ng/(1 + u). Multiplying by the positive denominators gives R(1 + u) < Ng(1 − u), and collecting the terms in u,

u < (Ng − R)/(Ng + R) = 1.3/6.7 ≈ 0.19.

At this limit 1 − u = 2R/(Ng + R), so the required mean depth is e = R/(1 − u) = (Ng + R)/2 = 3.35 nm, the middle of the window. At e = 3.0 nm, the first condition allows only u < 1 − 2.7/3.0 = 0.10. The shallower etch gains more film but tolerates less variation.

Several processes lie outside the derivation. Near an edge of the growth area, the same isotropic growth carries the film sideways. The height at the edge before an etch is then at least Ng, which exceeds R in an open window, and the film advances onto the non-growth area by the net gain Ng − e in each supercycle: 1.0, 2.0 and 3.0 nm after three normal etches in the example. An island that merges with this foot is partly shielded and widens it further, so the clean result applies only far from edges. A hemisphere of radius 0.3 nm holds only about one to four formula units of a typical oxide or metal, so the continuum geometry is not reliable at the size of r₀ or of h₁ in the example. The delay is also taken as strictly sharp. The voxel test used 0.6 nucleation attempts per cycle on 100 nm², or 6 × 10¹¹ per cm²; a rate 10⁹ times smaller during cycles 1 to 12 would still leave about 7 × 10³ islands per cm² surviving each 3.0 nm etch, and by part (f) these then grow with the film. Faceted islands may grow or etch at rates that depend on direction. If the etch starts late on small islands, e must be read as the depth actually removed from them. Redeposited material or an incompletely restored delay breaks the induction of part (d), because the next supercycle no longer starts from the same surface. In each of these cases a nominal etch depth above R, with R computed for ideal hemispheres, is no longer a guarantee.

Computed values

```
voxel edge: 0.1 nm
patch side: 10.0 nm
growth per cycle g: 0.1 nm
cycles per supercycle N: 40
delay d: 15 cycles
birth radius r0: 0.3 nm
largest fresh radius R: 2.7 nm
growth per supercycle N g: 4.0 nm
window width W: 1.3 nm
W without delay: -0.2 nm
R without delay: 4.2 nm
working etches found, first and last: 2.8, 3.9 nm
working etches found without delay: 0
set A: clearing depth 2.70 nm, R 2.7 nm
set B: clearing depth 3.40 nm, R 3.4 nm
set C: clearing depth 1.70 nm, R 1.7 nm
sets A, B, C (N, d, r0 in nm): (40, 15, 0.3), (30, 0, 0.5), (25, 10, 0.3)
union growth, largest error: 0.10 nm
neck test spacing: 1.0 nm
neck depth, formula: 2.65 nm
neck depth, voxels: 2.66 nm
normal etch e: 3.0 nm
nuclei per supercycle, normal etch: [16, 12, 15, 12]
covered fraction before etch: 0.74, 0.81, 0.83, 0.82
height before normal etches: 2.7, 2.7, 2.7, 2.7 nm
height after normal etches: none, none, none, none
film after normal etches: 1.0, 2.0, 3.0, 4.0 nm
shallow etch: 2.4 nm
height before shallow etches: 2.7, 4.3, 5.9 nm
residue after shallow etches: 0.3, 1.9, 3.5 nm
residue by formula: 0.3, 1.9, 3.5 nm
fault schedule, etch depths: 2.4, 3.0, 3.0, 6.5 nm
fault: height before etches: 2.7, 4.3, 5.3, 6.3 nm
fault: residue after etches: 0.3, 1.3, 2.3, none (nm)
fault: film after etches: 1.6, 2.6, 3.6, 1.1 nm
fault: film minus residue: 1.3, 1.3, 1.3 nm
film left at the limiting repair depth: 1.3 nm
```
